# The rigid-ion Debye–Waller term for electronic levels and its error, part 3

Harmonic, adiabatic nuclei shift a non-degenerate level $\varepsilon_n$ of $H=\tfrac12p^2+V(R)$. Hartree atomic units are used. Indices $i,j$ stand for pairs $\kappa\alpha$ (atom, axis), subscripts on $V$ for total derivatives with respect to $R_{\kappa\alpha}$. Displacements $u_i$ have zero mean and covariance $C_{ij}=\langle u_iu_j\rangle$.

$$\Delta\varepsilon_n=\frac12\sum_{ij}\frac{\partial^2\varepsilon_n}{\partial R_i\partial R_j}\,C_{ij}.\tag{2}$$

$$\frac{\partial^2\varepsilon_n}{\partial R_i\partial R_j}=D_{ij}+F_{ij},\tag{4}$$

$$D_{ij}=\langle n|V_{ij}|n\rangle,\qquad F_{ij}=2\,\mathrm{Re}\sum_{m\neq n}\frac{\langle n|V_i|m\rangle\langle m|V_j|n\rangle}{\varepsilon_n-\varepsilon_m}.\tag{5}$$

$$\Delta^{\rm Fan}=\frac12\sum_{ij}F_{ij}C_{ij},\qquad\Delta^{\rm DW}=\frac12\sum_{ij}D_{ij}C_{ij}.\tag{6}$$

Translation invariance and closure give

$$\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=+i\,\langle n|[p_\beta,V_{\kappa\alpha}]|n\rangle.\tag{12}$$

A rigid potential is a sum of one-centre operators that follow their nuclei unchanged; its off-site elements ($\kappa\neq\kappa'$) of $D$ vanish. The rigid-ion (RI) approximation to the Debye–Waller (DW) term uses

$$D^{\rm RI}_{\kappa\alpha\beta}\equiv-\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=-i\,\langle n|[p_\beta,V_{\kappa\alpha}]|n\rangle,\tag{15}$$

$$\Delta^{\rm DW,RI}=\frac12\sum_{\kappa\alpha\beta}D^{\rm RI}_{\kappa\alpha\beta}\,C_{\kappa\alpha,\kappa\beta}.\tag{16}$$

$$D^{\rm RI}_{\kappa\alpha\beta}=D_{\kappa\alpha,\kappa\beta}+\sum_{\kappa'\neq\kappa}D_{\kappa\alpha,\kappa'\beta}.\tag{17}$$

It neglects the non-rigid (NR) term $\Delta^{\rm NR}=\Delta^{\rm DW}-\Delta^{\rm DW,RI}$:

$$\Delta^{\rm NR}=\frac12\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\big(C_{\kappa\alpha,\kappa'\beta}-C_{\kappa\alpha,\kappa\beta}\big).\tag{18}$$

Its symmetric part, the whole of it in one dimension, is

$$\Delta^{\rm NR}_S=-\frac14\sum_{\kappa\neq\kappa'}\sum_{\alpha\beta}D_{\kappa\alpha,\kappa'\beta}\,\langle(u_{\kappa\alpha}-u_{\kappa'\alpha})(u_{\kappa\beta}-u_{\kappa'\beta})\rangle,\tag{21}$$

and the rest is the antisymmetric part. In a crystal with lattice vectors $R_l$, Bloch states $|nk\rangle$ and amplitudes $a_{\kappa\alpha}(q\nu)$ of phonon $q\nu$, the first-order couplings are

$$h^{mn}_{\kappa\alpha}(k,q)=\Big\langle m\,k{+}q\Big|\sum_le^{iq\cdot R_l}V_{l\kappa\alpha}\Big|nk\Big\rangle,\qquad g^{mn}_\nu(k,q)=\sum_{\kappa\alpha}a_{\kappa\alpha}(q\nu)\,h^{mn}_{\kappa\alpha}(k,q).\tag{27}$$

The closing list of results includes two earlier tests, three wells in a two-dimensional periodic box ("2D") and a diatomic chain of $N$ cells, both with

$$V=\sum_jA_j(R)\,e^{-|r-R_j|^2/2w^2},\qquad A_j=-A^0_j\Big(1+\lambda\sum_{k}e^{-|R_j-R_k|^2/\ell^2}\Big),\tag{23}$$

where $k$ runs over neighbours of $j$. There "depths", "width", "lam" and "ell" are $A^0$, $w$, $\lambda$ and $\ell$; for the chain, "a" is the lattice constant, "tau" the atomic positions, "M" the masses and "K" the spring constants.

### Origin of the off-site elements in Kohn–Sham theory

The Kohn–Sham potential is $V=v_{\rm ext}+v_{\rm Hxc}[\rho]$, with $v_{\rm ext}$ rigid. All off-site elements come from the Hartree, exchange and correlation potential, which depends on $R$ through the density. Write $\rho_i=\partial\rho/\partial R_i$, $\rho_{ij}=\partial^2\rho/\partial R_i\partial R_j$, $K=\delta v_{\rm Hxc}/\delta\rho$ and $K^{(3)}=\delta^2v_{\rm Hxc}/\delta\rho\,\delta\rho$. The chain rule gives $\partial_jv_{\rm Hxc}(r)=\int K(r,r')\rho_j(r')\,d^3r'$. A second derivative acts once on $\rho_j$ and once on the density inside $K$, so for $\kappa\neq\kappa'$

$$V_{ij}(r)=\int K(r,r')\,\rho_{ij}(r')\,d^3r'+\iint K^{(3)}(r,r',r'')\,\rho_i(r')\,\rho_j(r'')\,d^3r'\,d^3r''.\tag{34}$$

The Hartree potential is linear in $\rho$ and contributes $1/|r-r'|$ to $K$ and nothing to $K^{(3)}$. In the local density approximation the exchange-correlation part of (34) is pointwise, $f_{\rm xc}\rho_{ij}+k_{\rm xc}\rho_i\rho_j$, with $f_{\rm xc}=dv_{\rm xc}/d\rho$ and $k_{\rm xc}=d^2v_{\rm xc}/d\rho^2$.

The first term of (34) measures the non-rigidity of the density: $\rho_{ij}$ vanishes off-site for a superposition of fixed atomic densities and is nonzero when the charge around or between two atoms depends on their separation. The second term survives even for such a superposition, wherever the two atomic densities overlap, so a rigid density does not imply a rigid potential. The program tests the pointwise formula against a mixed finite difference of $v_{\rm xc}$ (Slater exchange with VWN correlation) for hydrogen $1s$ functions $a$ and $b$ at $z=\mp0.7$ bohr. At the point 0.5 bohr off the axis in the midplane, the superposed density $a^2+b^2$ gives $-0.0752$ Ha/bohr², all of it from $k_{\rm xc}$. The exchange part has this sign because $v_x\propto-\rho^{1/3}$ makes $k_x$ positive, while in the midplane a displacement of $A$ along $+z$ raises the density and one of $B$ lowers it, so that $\rho_A\rho_B<0$. The test density $(a+b)^2$, which has $\rho_{AB}\neq0$, gives $-0.0246$ Ha/bohr².

The second-order density in (34) is not contained in the couplings $h$ of (27). It can be bypassed: by Janak's theorem $\varepsilon_n=\partial E/\partial f_n$, the Hessian (4) is a third derivative of the total energy, and the $2n+1$ theorem expresses it through first-order responses. One of these is the self-consistent response to a change of the occupation $f_n$, which is an additional calculation and not an electron-phonon matrix element.

### The stretch of a diatomic molecule

Let atoms $A$ and $B$ lie on the $z$ axis, at coordinates also called $A$ and $B$, and let $x$ be the change of the bond length $B-A$. With the centre of mass fixed, $u_A=-c_Ax$ and $u_B=c_Bx$, where $c_A=M_B/(M_A+M_B)$ and $c_A+c_B=1$. Only the stretch is treated; rotations are not harmonic modes. Each term of the shift is $\frac12\langle x^2\rangle$ times a curvature. From (6) and (16) with (15), these are

$$\chi^{\rm Fan}=c_A^2F_{AA}+c_B^2F_{BB}-2c_Ac_BF_{AB},\qquad\chi^{\rm DW,RI}=-c_A^2(F_{AA}+F_{AB})-c_B^2(F_{BB}+F_{AB}).\tag{35}$$

In the sum the on-site Fan elements cancel, and the coefficient of $-F_{AB}$ is $c_A^2+2c_Ac_B+c_B^2=1$. The exact curvature follows from the fact that $\varepsilon$ depends on $B-A$ only, so $\partial_A\partial_B\varepsilon=-\varepsilon''$, and from (4):

$$\chi^{\rm RI}=-F_{AB},\qquad\varepsilon''=-F_{AB}-D_{AB},\qquad\Delta^{\rm NR}=-\tfrac12D_{AB}\langle x^2\rangle.\tag{36}$$

The last relation agrees with (21), where the two ordered pairs give $-\frac14\cdot2D_{AB}\langle x^2\rangle$. The curvatures in (36) do not depend on the masses. For equal masses, $C_{AA}=C_{BB}=-C_{AB}=\langle x^2\rangle/4$, and the two terms in the bracket of (18) contribute equally: the dropped off-site term is $D_{AB}C_{AB}=-\frac14D_{AB}\langle x^2\rangle$, and the correction for the contamination of the on-site elements is $-\frac12D_{AB}(C_{AA}+C_{BB})$, the same amount.

### Worked example: the $1\sigma_g$ level of H$_2$

Exchange-only Kohn–Sham theory is simple for a two-electron singlet with orbital $\phi$ and $\rho=2\phi^2$. With $J_0=\iint\phi^2(r)\phi^2(r')/|r-r'|\,d^3r\,d^3r'$, the Hartree energy is $\frac12\cdot4J_0=2J_0$ and the exact exchange energy is $-\frac12J_0$ per spin, so $E_x=-\frac12E_H$ for every such density and $v_x=-\frac12v_H$. The potential is local,

$$V=-\frac1{|r-R_A|}-\frac1{|r-R_B|}+J(r),\qquad J(r)=\int\frac{\phi^2(r')}{|r-r'|}\,d^3r',\tag{37}$$

and linear in the density, so $K^{(3)}=0$ and only the first term of (34) acts. The equation for $\phi$ is the restricted Hartree–Fock equation for the occupied orbital, so $\phi$, $\varepsilon$ and the total energy are the Hartree–Fock ones. The empty states in $F$ are those of (37), however. The Fock operator has the same occupied level and the same sum $D+F$, but it is a different operator and its split into $D$ and $F$ need not be the one found here.

With $t=(A+B)/2$ and $x=B-A$ as variables, $\partial_A=\frac12\partial_t-\partial_x$ and $\partial_B=\frac12\partial_t+\partial_x$. The nuclear terms have no mixed derivative, so

$$D_{AB}=\tfrac14\langle J_{tt}\rangle-\langle J_{xx}\rangle,\tag{38}$$

where the derivatives act on the potential $J$ and the expectation value is taken in the undisplaced orbital. For a rigid superposition $\phi^2=n(r-R_A)+n(r-R_B)$ each atom moves by $x/2$, so $J_{xx}=\frac14J_{tt}$ and (38) vanishes. The sign of $\langle J_{tt}\rangle$ is fixed: in Fourier space the interaction of $\phi^2$ with its own copy displaced by $t$ is an integral of the positive weight $4\pi|\widetilde{\phi^2}(G)|^2/G^2$ times $\cos G_zt$, whose second derivative at $t=0$ is negative.

The calculation uses 68 uncontracted Gaussians $z^le^{-\alpha r^2}$ with $l\le2$ on the two nuclei, with exponents from 0.08 to 11921 in ratio 2.5. At the equilibrium distance of this level of theory, $R_e=1.386$ bohr, it gives $E=-1.13366$ Ha and $\varepsilon=-0.59692$ Ha, against $-1.13350$ and $-0.59688$ Ha from restricted Hartree–Fock in the cc-pVQZ basis. The force constant is $E''=0.40058$ Ha/bohr² and the reduced mass, half the proton mass, is $\mu=918.08$. Then

$$\omega=\sqrt{0.40058/918.08}=0.020888\ \text{Ha},\qquad\langle x^2\rangle=\frac1{2\mu\omega}=\frac1{2(918.08)(0.020888)}=0.026073\ \text{bohr}^2,$$

at zero temperature, and $\frac12\langle x^2\rangle=0.013036$ bohr².

The sum over states (5) gives $F_{AA}=F_{BB}=-0.83891$ and $F_{AB}=0.16098$ Ha/bohr². From the definition, $\frac14\langle J_{tt}\rangle=-0.03633$ and $\langle J_{xx}\rangle=0.01130$, so by (38)

$$D_{AB}=-0.03633-0.01130=-0.0476\ \text{Ha/bohr}^2.$$

A rigid density would have $\langle J_{xx}\rangle=-0.036$; the self-consistent value has the opposite sign. The on-site element is $D_{AA}=0.72531$ Ha/bohr². It includes the contact term $\frac{4\pi}3\delta(r-R_A)$ contained in the second $z$ derivative of the nuclear potential.

Two comparisons test the derivation. Equation (36) gives $-0.160978+0.047624=-0.113354$ Ha/bohr², and the finite difference of the self-consistent eigenvalue, which uses neither $D$ nor $F$, gives $\varepsilon''=-0.11339$. The residual is $-3\times10^{-5}$ Ha/bohr², below 0.1% of $|D_{AB}|$. Equation (17) compares $D^{\rm RI}=0.83891-0.16098=0.6779$ with $D_{AA}+D_{AB}=0.72531-0.04762=0.6777$, a residual of $-0.04\%$ of the latter. A finite atom-centred basis is not closed under $p$, so the closure leading to (12) is not exact in it. The program allows 5% for this comparison, and the agreement found is much closer than that allowance. The comparison tests the sum rule, not the convergence of the on-site elements themselves: $D_{AA}$ and $F_{AA}$ are sensitive to the nuclear cusp that Gaussians lack, and their digits, like those of the separate Fan and rigid-ion rows of the table below, are the values in this basis. Extending the $s$ exponents from $10^4$ to $3\times10^6$ raises $D_{AA}$ by 0.005 Ha/bohr², to about 0.731, which moves the rigid-ion row to about 121 meV and the Fan row to about $-178$ meV. By (36) the rigid-ion total and the non-rigid term do not contain them. In the cc-pVQZ basis and in an uncontracted $11s4p2d1f$ basis, $D_{AB}$ differs from the value above by up to $1\times10^{-4}$, $\varepsilon''$ by $2\times10^{-4}$ and $E''$ by $4\times10^{-4}$ Ha/bohr², and the last three rows of the table by less than 0.1 meV. The rigid-ion element reproduces $D_{AA}+D_{AB}$ and not $D_{AA}$, from which it differs by 7% of $D_{AA}$.

With $c_A=c_B=\frac12$, equation (35) gives $\chi^{\rm Fan}=\frac12(-0.83891-0.16098)=-0.49995$ and $\chi^{\rm DW,RI}=\frac12(0.67794)=0.33897$ Ha/bohr². Multiplying each curvature by 0.013036 bohr² gives the zero-point shifts.

| Term | Shift ($10^{-3}$ Ha) | Shift (meV) |
|---|---|---|
| Fan | $-6.52$ | $-177.4$ |
| DW, rigid ion | $4.42$ | $120.2$ |
| Rigid-ion total | $-2.10$ | $-57.1$ |
| Non-rigid | $0.62$ | $16.9$ |
| Sum | $-1.48$ | $-40.2$ |

The shift computed directly from $\varepsilon''$ is also $-40.2$ meV. The rigid-ion approximation overestimates its magnitude by 17 meV, which is 42% of the full harmonic shift and 14% of the rigid-ion Debye–Waller term. Half of the 17 meV is the dropped term $D_{AB}C_{AB}$ and half is the off-site element hidden in $D^{\rm RI}$. The stretch of a diatomic molecule is the case in which (21) offers no protection, since the whole motion is relative motion of the two atoms, and by (36) the error is set by $D_{AB}$ in comparison with $F_{AB}$ alone, the much larger on-site elements having cancelled.

These numbers describe the harmonic stretch contribution to a mean-field eigenvalue and are not a prediction of the vibrational shift of the ionization energy. One omission is of the same order in $\langle x^2\rangle$. In an anharmonic well the mean force vanishes, $E''\langle x\rangle+\frac12E'''\langle x^2\rangle=0$ to leading order, so $\langle x\rangle$ is proportional to $\langle x^2\rangle$ and the linear term $\varepsilon'\langle x\rangle$ dropped from (2) returns. With the computed slope $\varepsilon'=0.165$ Ha/bohr, a mean elongation of $1.48\times10^{-3}/0.165=0.009$ bohr would cancel the entire harmonic shift. The elongation itself is larger: the Hartree–Fock curve has $E'''\approx-1.3$ Ha/bohr³, so $\langle x\rangle=-E'''\langle x^2\rangle/2E''\approx0.04$ bohr, and the linear term is about five times the harmonic shift and of opposite sign. That term involves neither $D$ nor $F$, so to leading order in the anharmonicity the rigid-ion error remains 17 meV.

## Computed results

```
2D: box 10, depths 1.0 0.8 1.2, width 0.8, ell 2, random covariance (a.u.)
2D lam=0.0: Fan -5.60657e-03  DW_RI 4.35533e-03  exact -1.25124e-03 Ha
2D lam=0.0: NR symmetric -0.00000e+00  NR antisymmetric 0.00000e+00 Ha
2D lam=0.5: D_RI[1xx] 0.173750  true D[1x,1x] 0.131606 Ha/bohr^2
2D lam=0.5: D[1x,2y] 0.002085  D[1y,2x] 0.039767 Ha/bohr^2
2D lam=0.5: Fan -1.04854e-02  DW_RI 6.98160e-03  exact -6.10121e-03 Ha
2D lam=0.5: NR symmetric -2.59938e-03  NR antisymmetric 1.93739e-06 Ha
chain: N 4, a 6, tau 0 2.6, depths 1.0 0.7, width 0.7, lam 0.5, ell 3 (a.u.)
chain: M 2e4 4e4, K 0.10 0.05 (a.u.), T 300 K, band 2 at k=0
chain: eps -0.324943 Ha; <u^2> 1.31438e-02 1.07832e-02 bohr^2
chain: Fan -3.67191e-03  DW_RI 5.03692e-03  NR -4.40094e-04 Ha
chain: sum 9.24916e-04  frozen phonon 9.24916e-04 Ha
LDA 1s at z=-+0.7, superposed: d2vxc/dAdB at (0.5,0,0) = -0.0752312 Ha/bohr^2
LDA 1s at z=-+0.7, with overlap: d2vxc/dAdB at (0.5,0,0) = -0.0245961 Ha/bohr^2
H2 basis: 68 functions, exponents 0.08 to 11921, ratio 2.5
H2 E = -1.133663 Ha (RHF/cc-pVQZ -1.133495 Ha)
H2 eps = -0.596917 Ha (RHF/cc-pVQZ -0.596883 Ha)
H2 R_e = 1.38625 bohr
H2 E'' = 0.400582 Ha/bohr^2
H2 mu = 918.076 m_e
H2 omega = 0.0208884 Ha
H2 <x^2> = 0.0260726 bohr^2
H2 eps' = 0.164911 Ha/bohr
H2 eps'' from eigenvalues = -0.113387 Ha/bohr^2
H2 F_AA = -0.838914 Ha/bohr^2
H2 F_AB = 0.160978 Ha/bohr^2
H2 D_AA = 0.725313 Ha/bohr^2
H2 D_AB = -0.0476243 Ha/bohr^2
H2 <J_tt>/4 = -0.036328 Ha/bohr^2
H2 <J_xx> = 0.0112963 Ha/bohr^2
H2 D_RI = -(F_AA+F_AB) = 0.677936 Ha/bohr^2
H2 D_AA+D_AB = 0.677689 Ha/bohr^2
H2 on-site sum-rule residual = -0.0365584 %
H2 -F_AB-D_AB = -0.113354 Ha/bohr^2
H2 eps''+F_AB+D_AB = -3.31341e-05 Ha/bohr^2
H2 zero-point shift Fan = -6.5175e-03 Ha = -177.35 meV
H2 zero-point shift DW_RI = 4.4189e-03 Ha = 120.24 meV
H2 zero-point shift Fan+DW_RI = -2.0986e-03 Ha = -57.10 meV
H2 zero-point shift NR = 6.2085e-04 Ha = 16.89 meV
H2 zero-point shift Fan+DW_RI+NR = -1.4777e-03 Ha = -40.21 meV
H2 zero-point shift from eps'' = -1.4781e-03 Ha = -40.22 meV
H2 NR / full shift = -0.420016
```
